# Direct gap and Z2 boundary of the Kane–Mele model with Rashba coupling

## Problem

Electrons on a honeycomb lattice at half filling have the Hamiltonian

$$H=t\sum_{\langle ij\rangle}c_i^\dagger c_j+i\lambda_{SO}\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}c_i^\dagger s_zc_j+i\lambda_R\sum_{\langle ij\rangle}c_i^\dagger(\mathbf s\times\mathbf d_{ij})_zc_j+\lambda_v\sum_i\xi_ic_i^\dagger c_i .$$

Here $\mathbf s$ are the spin Pauli matrices and $\mathbf d_{ij}$ is the bond from $i$ to $j$, of length 1. The sign $\nu_{ij}$ is $+1$ if the two-bond path from $i$ to $j$ turns left and $-1$ if it turns right. The staggered potential has $\xi=+1$ on sublattice A and $-1$ on B. Take $t>0$, $\lambda_{SO}>0$ and $\lambda_R\ge0$ (a spin rotation by $\pi$ about $z$ reverses the sign of $\lambda_R$), with all couplings small against $t$.

(a) Show that at $\lambda_v=0$ the direct gap, the separation of the second and third bands at equal $\mathbf k$, stays open for $\lambda_R<2\sqrt3\,\lambda_{SO}$. Does the indirect gap stay open too?

(b) Find the boundary of the Z2-odd phase in the plane of $\lambda_R$ and $\lambda_v$.

The direct gap is the one that matters for Z2: the index belongs to the two lower bands and can change only where they touch the upper two.

## First estimate by scaling

Without the small couplings the bands touch at the zone corners K and K′, so the competition is decided there. Count bonds. Six second neighbours shift a level by about $6\lambda_{SO}$, with a sign given by $\sigma_zs_z$, where $\sigma_z=\pm1$ on A, B. Two levels go up and two go down. Rashba coupling acts on three bonds and flips spin and sublattice together, so it conserves $\sigma_zs_z$. Assume that it splits only the lower pair, by $\pm3\lambda_R$. The gap then closes when

$$-6\lambda_{SO}+3\lambda_R\sim6\lambda_{SO},\qquad \lambda_R\sim4\lambda_{SO}.$$

With a staggered potential, the lowest upper level is $6\lambda_{SO}-\lambda_v$ and the highest lower level is $-6\lambda_{SO}+\lambda_v$. The latter is pushed up by its partner, $2\lambda_v$ below, by $(3\lambda_R)^2/(2\lambda_v)$. Equating the two and putting $\lambda_v\approx6\lambda_{SO}$ in the small term gives

$$\lambda_v\sim6\lambda_{SO}-\frac{9\lambda_R^2}{4\cdot6\lambda_{SO}}=6\lambda_{SO}-\frac38\frac{\lambda_R^2}{\lambda_{SO}} .$$

## Solution

### The four levels at K

Let the bonds from A to B be $\mathbf d_1=(0,1)$, $\mathbf d_2=(-\sqrt3/2,-1/2)$, $\mathbf d_3=(\sqrt3/2,-1/2)$, and let $\mathbf K=(4\pi/3\sqrt3,\,0)$. With $\omega=e^{2\pi i/3}$ the phases $z_a=e^{i\mathbf K\cdot\mathbf d_a}$ are $1,\omega^*,\omega$. Hence

$$\sum_az_a=\sum_az_a^2=0,\qquad \sum_a|z_a|^2=\sum_az_a^3=3 .$$

The first sum removes the hopping at K.

For spin-orbit coupling on A, the path $\mathbf d_a$ followed by $-\mathbf d_b$ leads to $\mathbf d_a-\mathbf d_b$. The choices $(a,b)=(1,2),(2,3),(3,1)$ turn right, so $\nu=-1$, and each has phase $z_az_b^*=\omega$. The reversed choices have $\nu=+1$ and phase $\omega^*$. The sum is

$$i\lambda_{SO}s_z(-3\omega+3\omega^*)=i\lambda_{SO}s_z(-3i\sqrt3)=\Delta s_z,\qquad \Delta=3\sqrt3\,\lambda_{SO}.$$

On B the displacements, and with them the phases, are reversed at equal $\nu$, which gives $-\Delta s_z$. Together this is $\Delta\sigma_zs_z$.

For the Rashba term put $s_\pm=(s_x\pm is_y)/2$, so that $s_x=s_++s_-$ and $s_y=-i(s_+-s_-)$. Then

$$s_xd_y-s_yd_x=is_+(d_x-id_y)-is_-(d_x+id_y).$$

The bonds satisfy $d_x+id_y=iz_a^*$ and $d_x-id_y=-iz_a$, so this operator equals $z_as_++z_a^*s_-$. Its Bloch sum at K is

$$i\lambda_R\sum_az_a(z_as_++z_a^*s_-)=3i\lambda_Rs_- .$$

It connects only B↑ with A↓, which both have $\sigma_zs_z=-1$. This confirms the assumption made in the estimate. A↑ and B↓ stay uncoupled, and the other two states form a $2\times2$ block with diagonal $-\Delta\pm\lambda_v$ and coupling $3\lambda_R$. The lattice levels at K are therefore

$$a=\Delta+\lambda_v,\quad b=\Delta-\lambda_v,\quad c_\pm=-\Delta\pm\sqrt{\lambda_v^2+9\lambda_R^2}. \tag{1}$$

Time reversal gives the same levels at K′. At $\lambda_v=0$, and as long as $3\lambda_R<2\Delta$, the filled levels are $c_\pm$ and the gap at K is

$$2\Delta-3\lambda_R=6\sqrt3\,\lambda_{SO}-3\lambda_R. \tag{2}$$

It vanishes at $\lambda_R=2\sqrt3\,\lambda_{SO}$. It remains to be shown that no other $\mathbf k$ closes the gap earlier.

### Near K: the Dirac Hamiltonian

Set $\mathbf k=\mathbf K+\mathbf q$ and $q_\pm=q_x\pm iq_y=qe^{\pm i\theta}$. From the bond relations,

$$\mathbf q\cdot\mathbf d_a=\tfrac12(-iz_aq_++iz_a^*q_-).$$

The hopping from B to A becomes

$$t\sum_az_a\,i\,\mathbf q\cdot\mathbf d_a=-vq_-,\qquad v=\tfrac32t .$$

Spin-orbit coupling has no linear term, because each set of three displacements with a common phase adds to zero. Let $\rho=3\lambda_R/2$. With $q$ of the order of the couplings divided by $t$, the leading Hamiltonian links the states in a chain A↑–B↑–A↓–B↓. A chain has no closed loop, so the phases of its links can be absorbed in the basis states:

$$H_0=\begin{pmatrix}\Delta+\lambda_v&vq&0&0\\vq&-\Delta-\lambda_v&2\rho&0\\0&2\rho&-\Delta+\lambda_v&vq\\0&0&vq&\Delta-\lambda_v\end{pmatrix}. \tag{3}$$

For $q\ne0$ and $\lambda_R\neq0$ all links are nonzero. The first row of $(H_0-E)\psi=0$ then fixes $\psi_2$ in terms of $\psi_1$, the second fixes $\psi_3$, and the third fixes $\psi_4$. Each eigenvalue has a single eigenvector, so no two bands of $H_0$ touch away from K, whatever $\lambda_v$ is.

At $\lambda_v=0$ the chain is symmetric under reversal. Setting $\psi_4=\nu\psi_1$, $\psi_3=\nu\psi_2$ with $\nu=\pm1$ leaves the block with diagonal $\Delta,\,-\Delta+2\nu\rho$ and coupling $vq$. Hence

$$E=\nu\rho\pm\sqrt{v^2q^2+(\Delta-\nu\rho)^2}. \tag{4}$$

For $\rho<\Delta$ both upper branches lie at or above $\Delta$. The higher of the lower branches, $\nu=+1$, has its maximum $2\rho-\Delta$ at $q=0$. At this order the direct and indirect gaps are both $2(\Delta-\rho)$, which is expression (2).

### The next term: direct and indirect gap differ

Close to the threshold the gap is small, so the next term deserves a check. The Rashba sum has the linear part

$$i\lambda_R\sum_ai(\mathbf q\cdot\mathbf d_a)(z_a^2s_++s_-)=-\lambda_R\left(-\tfrac{3i}2q_+\right)s_+=i\rho q_+s_+ ,$$

which connects B↓ with A↑ and closes the chain into a ring. Now one phase cannot be removed. The product of the matrix elements around the ring is

$$(-vq_-)(-2i\rho)(-vq_-)(-i\rho q_-)=-2\rho^2v^2q^3e^{-3i\theta}.$$

The characteristic polynomial $P(E)=\det(E-H)$ contains minus twice the real part of this product, namely $+4\rho^2v^2q^3\cos3\theta$. This is its only dependence on $\theta$. Between the second and third levels $P$ is positive, with two roots on either side. Raising $\cos3\theta$ from $-1$ raises $P$, so no root can enter that interval. At each $q$ the third level is therefore lowest, the second highest and the direct gap smallest at $\cos3\theta=-1$.

In that direction the closing link is $+\rho q$ and reversal symmetry holds again. The two blocks are

$$\nu=-1:\ \begin{pmatrix}\Delta-\rho q&vq\\vq&-\Delta-2\rho\end{pmatrix},\qquad \nu=+1:\ \begin{pmatrix}\Delta+\rho q&vq\\vq&-\Delta+2\rho\end{pmatrix}.$$

Within a block the levels differ because $vq\ne0$. Could the two blocks share a level $E$? Both determinants would have to vanish:

$$(\Delta-\rho q-E)(-\Delta-2\rho-E)=v^2q^2=(\Delta+\rho q-E)(-\Delta+2\rho-E).$$

Subtracting the right side from the left gives $-4\rho(\Delta-E)+2\rho q(\Delta+E)=0$, so $E=\Delta(2-q)/(2+q)$. Then $\Delta-E=2q\Delta/(2+q)$ and $\Delta+E=4\Delta/(2+q)$. Inserting these in the left equation and dividing by $2q$ gives

$$\frac{v^2q}{2}=\rho^2-\frac{4\Delta^2}{(2+q)^2}\le\Delta^2\,\frac{q(q+4)}{(2+q)^2}\le\Delta^2q\qquad(\rho\le\Delta).$$

This requires $\Delta\ge v/\sqrt2\approx1.06\,t$, which small couplings exclude. With the linear Rashba term included, the direct gap is thus open at every $q\neq0$ up to and including $\rho=\Delta$, and at $q=0$ it closes at $\rho=\Delta$. Farther from K the hopping separates the bands by an energy large against the couplings. The largest term still omitted near K is the quadratic part of the hopping, of size $vq^2/4$. It can be as large as the linear Rashba term, but it is smaller than $vq$ by a factor of order $q$. By (4) the direct gap of $H_0$ for $\rho\le\Delta$ is $\sqrt{v^2q^2+(\Delta+\rho)^2}+\sqrt{v^2q^2+(\Delta-\rho)^2}-2\rho\ge vq$, so this term cannot close it. At the band edges found below, $q$ is of second order in the couplings over $t$, and the term does not affect the leading results. A search over the whole zone tested this numerically.

The blocks also give the band edges. For small $q$ the third and second levels are

$$E_3\approx\Delta-\rho q+\frac{v^2q^2}{2(\Delta+\rho)},\qquad E_2\approx2\rho-\Delta-\frac{v^2q^2}{2(\Delta-\rho)} .$$

The minimum of $E_3$ is not at K but at $q=\rho(\Delta+\rho)/v^2$, lower by $\rho^2(\Delta+\rho)/(2v^2)$. The maximum of $E_2$ stays at K. Since $\rho/v=\lambda_R/t$, the leading result is

$$E_{\rm indirect}\approx2(\Delta-\rho)-\frac{\lambda_R^2(\Delta+\rho)}{2t^2}. \tag{5}$$

For the direct gap the difference has the quadratic term $v^2q^2\Delta/(\Delta^2-\rho^2)$ and the linear term $-\rho q$. Its minimum is lower than the value at K by $\rho^2(\Delta^2-\rho^2)/(4\Delta v^2)$, so that

$$E_{\rm direct}\approx2(\Delta-\rho)\left[1-\frac{\lambda_R^2(\Delta+\rho)}{8\Delta t^2}\right]. \tag{6}$$

The reduction in (6) is proportional to the gap itself, while that in (5) remains finite at $\rho=\Delta$. The answer to the second question in (a) is therefore no: just below the threshold the conduction minimum beside K drops below the valence maximum at K. The system is then a semimetal, although its bands remain separate at each $\mathbf k$.

### The boundary with a staggered potential

A twofold rotation about a hexagon centre exchanges A and B and leaves the other terms unchanged, so $\lambda_v>0$ suffices. In (1), $b-c_-=2\Delta-\lambda_v+\sqrt{\lambda_v^2+9\lambda_R^2}\ge2\Delta$, and $a>b$. Hence $c_-$ is the lowest level, and the second and third levels meet when $b=c_+$:

$$2\Delta-\lambda_v=\sqrt{\lambda_v^2+9\lambda_R^2}.$$

Squaring cancels $\lambda_v^2$ and leaves $4\Delta^2-4\Delta\lambda_v=9\lambda_R^2$. The root has $\lambda_v\le\Delta$, so the left side was positive and the squaring added no false solution. With $\Delta=3\sqrt3\lambda_{SO}$ the boundary is

$$|\lambda_v|=\Delta-\frac{9\lambda_R^2}{4\Delta}=3\sqrt3\,\lambda_{SO}\left(1-\frac{\lambda_R^2}{12\lambda_{SO}^2}\right),\qquad \lambda_R\le2\sqrt3\,\lambda_{SO}. \tag{7}$$

The chain argument excludes touching elsewhere in the Dirac limit. At fixed coupling ratios off the boundary and off the gapless line $\lambda_v=0$, $\lambda_R>2\sqrt3\lambda_{SO}$ treated below, lattice corrections to $H_0$ are smaller than the couplings by a factor of order $\lambda_{SO}/t$. They cannot close the finite gap of $H_0$ once that factor is small enough.

To label the two sides, start at $\lambda_R=0$, where $s_z$ is conserved. The spin-up mass is $\lambda_v+\Delta$ at K and, by time reversal, $\lambda_v-\Delta$ at K′. For each spin

$$E=\pm\sqrt{t^2|f|^2+(\lambda_v\pm g)^2},$$

where $tf$ is the hopping sum and $g$ the spin-orbit sum. The latter is $2\lambda_{SO}$ times the sum of three sines whose angles add to zero, so $|g|\le2\lambda_{SO}\cdot3\sqrt3/2=\Delta$. For $\lambda_v>\Delta$ the direct gap is thus $2(\lambda_v-\Delta)$, reached at a corner, and it stays open up to the atomic limit, where all electrons sit on B. That limit has zero Chern number for each spin and even Z2.

Lowering $\lambda_v$ through $\Delta$ reverses the spin-up mass at K′. The filled state of a massive Dirac cone covers half of the Bloch sphere and carries Berry flux $\pm\pi$. Its sign is the sign of the mass times the chirality of the valley, which is opposite at K and K′, so the fluxes of two masses of equal sign cancel. The reversal changes the flux by $2\pi$ and the Chern number by one. Spin down has the opposite Chern number by time reversal. When $s_z$ is conserved, Z2 is the parity of the Chern number of one spin, so it is odd for $\lambda_v<\Delta$.

Every point inside (7) can be joined to the origin by first lowering $\lambda_v$ to zero and then $\lambda_R$, without closing the direct gap. Every point outside with $\lambda_v>0$ can be joined to the atomic limit by first raising $\lambda_v$ above $\Delta$ and then lowering $\lambda_R$. The inside is Z2-odd and the outside Z2-even.

On the line $\lambda_v=0$, $\lambda_R>2\sqrt3\lambda_{SO}$, the order at K is $c_-<a=b<c_+$. The second and third bands touch there, so the direct gap is zero on the whole line. They also touch beside K: for $\rho>\Delta$ the condition $v^2q/2=\rho^2-4\Delta^2/(2+q)^2$ found above has the root $q\approx2(\rho^2-\Delta^2)/v^2$, in the three directions $\cos3\theta=-1$. For $\lambda_{SO}=0.05\,t$, $\lambda_R=0.2\,t$ this gives $q=0.020$, and the lattice has the touchings at $q=0.021$. Each valley thus has four touching points. The Berry phase is $\pi$ on a loop around K alone and zero on a loop around all four, consistent with an unchanged index across the line. It separates two Z2-even regions.

### Numbers for one set of couplings

Take the round model values $\lambda_{SO}=0.05\,t$ and $\lambda_R=0.10\,t$. Then $\Delta=0.2598\,t$ and $3\lambda_R=0.30\,t$. At $\lambda_v=0$ the lower pair lies at $-0.2598\pm0.30$, that is at $0.0402\,t$ and $-0.5598\,t$. The gap at K is $0.2598-0.0402=0.2196\,t$.

The search over the zone gives a direct gap of $0.2192\,t$, as does (6), and an indirect gap of $0.2175\,t$. Formula (5) gives $0.2196-0.01\times(0.2598+0.15)/2=0.2176$ in units of $t$. At the weaker couplings $\lambda_{SO}=0.01\,t$, $\lambda_R=0.02\,t$, the computed reductions agree with the leading formulas to within 0.2% of the reductions themselves.

For $\lambda_{SO}=0.05\,t$ the direct gap closes at $\lambda_R=0.1732\,t$ and the indirect gap already at $0.1706\,t$, which is 1.5% lower. Between these values lies the semimetal with separate bands.

At $\lambda_R=0.10\,t$ the boundary (7) is at $\lambda_v=0.2598\times(1-4/12)=0.1732\,t$. That this equals the critical $\lambda_R$ is an accident of the ratio $\lambda_R/\lambda_{SO}=2$. Minimizing the zone-wide direct gap over $\lambda_v$ gives the same value. Wilson loops give odd Z2 at $\lambda_v=0.1212\,t$ and even Z2 at $0.2252\,t$. The numerical output lists further points.

## Comparison

The estimate found a threshold of $4\lambda_{SO}$; the solution gives $2\sqrt3\,\lambda_{SO}\approx3.46\,\lambda_{SO}$. The Rashba count was right, since three bonds add in phase in one spin channel. The spin-orbit count was too large: each of the six terms contributes only $\sin120^\circ=\sqrt3/2$, which turns $6\lambda_{SO}$ into $3\sqrt3\,\lambda_{SO}$. The estimated threshold is too high by the factor $2/\sqrt3\approx1.15$.

The estimated boundary has the form $\Delta-9\lambda_R^2/(4\Delta)$ with $\Delta$ replaced by $6\lambda_{SO}$. Because $\lambda_v^2$ cancels in the level condition, the exact boundary is quadratic in $\lambda_R$. An expansion to second order in $\lambda_R$, with $\lambda_v$ in the small term replaced by its value at $\lambda_R=0$, therefore already has the full form. For the example it gives $0.30-0.375\times0.01/0.05=0.225\,t$ instead of $0.173\,t$, about 30% too high. The error exceeds 15% because too large a $\Delta$ raises the first term and also reduces the subtracted one.

Both treatments rest on the corners being decisive, and this fails for strong spin-orbit coupling. At the midpoint M of a zone edge $|f|=1$ and $g=0$, so at $\lambda_R=\lambda_v=0$ the gap there is $2t$. For $\Delta>t$, that is $\lambda_{SO}>t/(3\sqrt3)\approx0.19\,t$, this is below the gap $2\Delta$ at K, so that even at $\lambda_R=0$ expression (2) is no longer the smallest gap of the lattice. Result (a) itself also fails at strong coupling: for $\lambda_{SO}=0.3\,t$ and $\lambda_R=3.45\,\lambda_{SO}$, just below the threshold, the direct gap is already closed away from K while the gap at K is $0.013\,t$.

## Computed results

```
lambda_SO = 0.050 t, lambda_R = 0.100 t
Delta = 3 sqrt3 lambda_SO = 0.2598 t
critical lambda_R = 0.1732 t
levels at K, lambda_v=0 (t): -0.5598 0.0402 0.2598 0.2598
gap at K = 0.21962 t
direct gap, zone search = 0.21917 t
direct gap, leading formula = 0.21918 t
indirect gap, zone search = 0.21748 t
indirect gap, leading formula = 0.21757 t
weak-coupling test: lambda_SO=0.01 t, lambda_R=0.02 t
  indirect shift, search/formula = 1.0016
  direct shift, search/formula = 1.0009
lambda_R/lambda_SO, gap at K (t), direct gap (t), lambda_v=0:
  0.0  0.51962  0.51962
  1.0  0.36962  0.36946
  2.0  0.21962  0.21917
  3.0  0.06962  0.06924
  3.4  0.00962  0.00954
indirect gap closes at lambda_R = 0.1706 t
  leading formula gives 0.1707 t
lambda_R/lambda_SO, critical lambda_v (t): search, formula:
  1.0  0.2382  0.2382
  2.0  0.1732  0.1732
  3.0  0.0650  0.0650
lambda_R/lambda_SO, lambda_v (t), Z2 from Wilson loops:
  0.0  0.0000  1
  0.0  3.0000  0
  4.0  0.1000  0
  1.0  0.1667  1
  1.0  0.3096  0
  2.0  0.1212  1
  2.0  0.2252  0
  3.0  0.0455  1
  3.0  0.0844  0
  2.0  -0.1212  1
```
